# Surface-Diffusion Breakup of a Solid Cylinder: The Fastest Linear Wavelength, part 2

A long, free-standing solid cylinder of radius \(R\) lies along the \(z\) axis at uniform temperature \(T\). Atoms diffuse along its surface only, and small ripples can grow until the cylinder breaks up. The surface is \(r(z,t)\), with \(t\) the time, \(\phi\) the azimuthal angle and \(\rho\) the radial coordinate. Subscripts such as \(r_z\) denote derivatives.

The surface energy per area is \(\gamma\), isotropic unless stated otherwise. The volume per atom is \(\Omega\), \(\nu\) is the number of surface atoms per area, \(D_s\) is the mass-transfer surface diffusivity referred to all \(\nu\) atoms, and \(k_B\) is Boltzmann's constant. The curvature \(\kappa\) is the sum of the principal curvatures, positive for a convex solid. The chemical potential, measured from that of an atom at a flat surface, is

\[
\mu=\Omega\gamma\kappa. \tag{1}
\]

With \(\nabla_s\) the gradient along the surface, the flux \(\mathbf J\) (atoms per length per time) and the outward surface speed \(v_n\) are

\[
\mathbf J=-\frac{D_s\nu}{k_BT}\nabla_s\mu. \tag{2}
\]

\[
v_n=B\nabla_s^2\kappa,\qquad
B=\frac{D_s\gamma\Omega^2\nu}{k_BT}. \tag{3}
\]

An axisymmetric ripple has wavelength \(\lambda\), wavenumber \(k=2\pi/\lambda\), reduced wavenumber \(q=kR\) and amplitude \(\varepsilon\), initially \(\varepsilon_0\). For \(\varepsilon\ll R\) and \(k\varepsilon\ll1\) it grows as \(e^{\sigma t}\), with

\[
\boxed{\;\sigma(k)=Bk^2\left(\frac1{R^2}-k^2\right)
=\frac{B}{R^4}\,q^2(1-q^2)\;} \tag{7}
\]

Growth requires \(\lambda>2\pi R\). The fastest mode has

\[
k_m=\frac1{\sqrt2\,R},\qquad
\boxed{\lambda_m=\frac{2\pi}{k_m}=2\sqrt2\,\pi R\simeq8.886R},\qquad
\sigma_m=\frac{B}{4R^4}. \tag{9}
\]

After a time \(t\) this mode has grown by \(N=\sigma_mt\) e-foldings. If all modes start with equal amplitude, those whose amplitude is \(e^{-1/2}\) of the fastest mode's mark the edges of the selected band:

\[
q^2=\frac12\left(1\pm\frac1{\sqrt{2N}}\right). \tag{12}
\]

### Worked example: a copper-like nanowire

Take \(R=20\) nm and \(T=673\) K. The other inputs are round values in the rough regime of copper:

- \(\gamma=1.70\) J/m² and an fcc lattice parameter of 0.36 nm.
- \(D_s=(1.0\times10^{-3}\ \text{cm}^2/\text{s})\exp(-0.80\ \text{eV}/k_BT)\).
- An initial ripple \(\varepsilon_0=0.20\) nm, about one atomic layer.

An fcc cell holds four atoms, so \(\Omega=0.36^3/4=0.01166\) nm³. The choice \(\nu=\Omega^{-2/3}\) gives 19.44 nm⁻² and makes \(\Omega\nu=\Omega^{1/3}=0.227\) nm. With \(k_BT=0.05799\) eV, the diffusivity is \(1.021\times10^{-9}\) cm²/s, or \(1.021\times10^5\) nm²/s. The length \(\gamma\Omega/(k_BT)\) is 2.13 nm. Therefore

\[
B=D_s\,\frac{\gamma\Omega}{k_BT}\,\Omega\nu
\simeq(1.021\times10^5)(2.13)(0.227)
\simeq4.94\times10^4\ \text{nm}^4/\text{s}.
\]

The threshold wavelength is \(2\pi R=125.7\) nm, and the fastest is \(\lambda_m=8.886\times20=177.7\) nm. The maximum rate is

\[
\sigma_m=\frac{4.94\times10^4}{4\times20^4}=0.0772\ \text{s}^{-1},
\]

which corresponds to an e-folding time of 12.95 s.

A time scale for breakup follows by extrapolating the linear law until the neck radius \(R-\varepsilon\) has fallen to \(0.2R\). Then \(\varepsilon=0.8R=16\) nm, and

\[
N=\ln\frac{16}{0.20}=4.382,\qquad
t_{\rm lin}=4.382\times12.95\ \text{s}=56.7\ \text{s}.
\]

With this \(N\), \(1/\sqrt{2N}=0.338\), and (12) gives \(q^2=0.669\) and 0.331. The corresponding wavelengths are 153.6 nm and 218.4 nm. The fastest wavelength of 177.7 nm is thus the peak of a broad band.

If each length \(\lambda_m\) of wire collects into one complete sphere of radius \(a\), equality of volumes gives

\[
\frac{4\pi a^3}{3}=\pi R^2\lambda_m,\qquad
a=\left(\frac{3R^2\lambda_m}{4}\right)^{1/3}=37.6\ \text{nm}.
\]

This is a volume balance under a stated assumption. Linear theory does not determine the number or sizes of the final beads.

### The nonlinear stage

The extrapolation to \(\varepsilon=0.8R\) violates the condition \(\varepsilon\ll R\). The time was therefore also computed from the full axisymmetric equation

\[
r_t=\frac Br\partial_z\!\left(\frac rS\kappa_z\right),\quad
\kappa=\frac1{rS}-\frac{r_{zz}}{S^3},\quad S=\sqrt{1+r_z^2}.
\]

Half of one fastest wavelength was divided into 120 cells of width \(\Delta z=0.74\) nm. Centred differences give \(\kappa_i\) in each cell, with the end values of \(r\) repeated outside to enforce reflection. The flux variable at the face between two cells is

\[
F_{i+1/2}=\left(\frac rS\right)_{i+1/2}\frac{\kappa_{i+1}-\kappa_i}{\Delta z},
\qquad
\frac{dr_i}{dt}=\frac{B}{r_i\Delta z}(F_{i+1/2}-F_{i-1/2}).
\]

The end fluxes are zero. Multiplying the last equation by \(r_i\) and summing makes the interior fluxes cancel, so the semi-discrete equations conserve \(\sum r_i^2\), and with it the volume.

The initial profile had the cosine amplitude 0.20 nm and the volume of the original cylinder. Integration in time with LSODA, a variable-step solver that can use implicit formulas, brought the neck to \(0.2R\) after 44.0 s. This is 0.776 of the linear estimate. For this initial amplitude and wavelength, linear extrapolation overestimates the nonlinear time by about 29%. The shorter time leaves fewer e-foldings for selection: \(N=44.0/12.95=3.40\) in (12) widens the band to about 151–226 nm.

An explicit method is costly here. Near a cylinder, the second difference replaces \(k^2\) by \(K=4\sin^2(k\Delta z/2)/\Delta z^2\), whose largest value is \(4/\Delta z^2\). The fastest decay rate is then at most \(BK^2=16B/\Delta z^4\). A forward Euler step \(\Delta t\) multiplies a decaying mode by \(1+\sigma\Delta t\), which must not fall below \(-1\). A sufficient condition is

\[
\Delta t\le\frac{\Delta z^4}{8B}. \tag{13}
\]

For the grid above this is about \(8\times10^{-7}\) s, so 44 s would take more than \(10^7\) steps. Implicit integration avoids this restriction.

### Dependence of the mobility on curvature

The derivation used one value of \(D_s\nu\) for all curvatures. If the adatom density instead follows \(n=n_0e^{\mu/k_BT}\), the flux is

\[
\mathbf J=-D_a\nabla_sn
=-\frac{D_an_0}{k_BT}e^{\mu/k_BT}\nabla_s\mu,
\]

where \(D_a\) is the adatom diffusivity and \(D_an_0=D_s\nu\) on a flat surface. The gradient is of first order in the ripple, so the exponential takes its value on the cylinder. Every linear rate is multiplied by \(\exp[\gamma\Omega/(Rk_BT)]\), and \(\lambda_m\) is unchanged. Here the exponent is \(2.13/20=0.107\), and the rates rise by 11%.

### Anisotropic surface energy

Let \(\gamma\) depend on the inclination \(\theta\) of the profile to the axis, with \(\tan\theta=r_z=p\), but not on \(\phi\). Assume \(\gamma'(0)=0\), and keep \(D_s\) constant. The energy is \(E=2\pi\int r f(p)\,dz\), with \(f=\gamma(\theta)\sqrt{1+p^2}\). Since \(d\theta/dp=1/(1+p^2)\),

\[
f'(p)=\frac{\gamma'(\theta)+p\gamma(\theta)}{\sqrt{1+p^2}},\qquad
f'(0)=0,\qquad f''(0)=\gamma(0)+\gamma''(0).
\]

Varying \(r\) and integrating by parts gives

\[
\delta E=2\pi\int\left[f-\partial_z(rf')\right]\delta r\,dz,\qquad
\delta V=2\pi\int r\,\delta r\,dz .
\]

The potential is \(\Omega\) times the ratio of the integrands. To first order, \(f=\gamma(0)\) and \(f'=f''(0)r_z\), so

\[
\mu=\Omega\left[\frac{\gamma(0)}r-f''(0)\,r_{zz}\right].
\]

Define \(\chi=[\gamma(0)+\gamma''(0)]/\gamma(0)\), and use \(\gamma(0)\) in \(B\). The axial term in the growth law acquires the factor \(\chi\):

\[
\sigma=Bk^2\left(\frac1{R^2}-\chi k^2\right).
\]

For \(\chi>0\), setting the derivative with respect to \(k^2\) to zero gives \(k^2=1/(2\chi R^2)\), hence

\[
\lambda_m=2\sqrt2\,\pi R\sqrt\chi. \tag{14}
\]

As an example, take \(\gamma=\bar\gamma(1+\alpha\cos4\theta)\). Two derivatives of the cosine give \(-16\), so \(\chi=(1-15\alpha)/(1+\alpha)\). For \(\alpha=0.01\) the wavelength factor is 0.917, and for \(\alpha=-0.01\) it is 1.078. The fastest wavelength becomes about 163 nm or 192 nm. A one-percent modulation of the energy thus moves the wavelength by about 8%, because the second derivative magnifies it. If \(\chi<0\), this equation predicts growth at arbitrarily short wavelengths, and a model of facets and their edges is needed.

### Diffusion through the interior

Let \(D_v\) be the lattice self-diffusivity, and suppose that the interior potential adjusts quickly to the surface. The flux of atoms through the interior, \(-(D_v/\Omega k_BT)\nabla\mu\), then has zero divergence. For a ripple, the radial part \(u\) of \(\mu\) obeys \(u''+u'/\rho-k^2u=0\). Its solution finite on the axis is the modified Bessel function \(I_0(k\rho)\), whose derivative is \(kI_1(k\rho)\). Matching to the surface potential gives the additional rate

\[
\sigma_v=\frac{D_v\gamma\Omega}{k_BT}
\left(\frac1{R^2}-k^2\right)k\frac{I_1(q)}{I_0(q)} .
\]

Its ratio to the surface-diffusion rate is

\[
\frac{\sigma_v}{\sigma}=\frac{D_vR}{D_s\Omega^{1/3}}\frac{I_1(q)}{qI_0(q)}. \tag{15}
\]

Take \(D_v=(0.20\ \text{cm}^2/\text{s})\exp(-2.10\ \text{eV}/k_BT)=3.76\times10^{-17}\) cm²/s. At the fastest surface-diffusion mode, (15) gives \(1.5\times10^{-6}\). Lattice diffusion is negligible for these inputs.

### Grain boundaries as seeds

Let a grain boundary of energy \(\gamma_{gb}\) cross the wire perpendicular to its axis. Where it meets the surface, force balance requires \(2\gamma\sin\psi=\gamma_{gb}\), with \(\psi\) the inclination of each side. For small slopes the slope is \(s=\gamma_{gb}/(2\gamma)\). With \(\gamma_{gb}=0.60\) J/m², \(s=0.60/3.40=0.176\).

While the groove is much narrower than \(R\), the surface may be treated as flat, with height \(y(x,t)\) and the boundary at \(x=0\). Deepening the groove shortens the boundary, which adds \(\gamma_{gb}y(0)\) to the energy per length. The potential divided by \(\Omega\gamma\) is then \(-y_{xx}+2s\,\delta(x)\), and

\[
y_t=B\partial_x^2\left[-y_{xx}+2s\,\delta(x)\right].
\]

For \(\hat y(k,t)=\int y\,e^{-ikx}dx\) and an initially flat surface,

\[
\hat y_t=-Bk^4\hat y-2sBk^2,\qquad
\hat y=-\frac{2s}{k^2}\left(1-e^{-Bk^4t}\right).
\]

The depth at the boundary follows from the inverse transform with \(w=k(Bt)^{1/4}\):

\[
d=-y(0,t)=\frac{2s}{\pi}(Bt)^{1/4}\int_0^\infty\frac{1-e^{-w^4}}{w^2}\,dw .
\]

Integration by parts turns the integral into \(\int_0^\infty4w^2e^{-w^4}dw\), since the boundary terms vanish. The substitution \(x=w^4\) makes this \(\int_0^\infty x^{-1/4}e^{-x}dx=\Gamma(3/4)\). Thus

\[
d=\frac2\pi\Gamma\!\left(\tfrac34\right)s(Bt)^{1/4}
=0.780\,s(Bt)^{1/4}. \tag{16}
\]

The groove is as deep as the initial ripple when \((Bt)^{1/4}=0.20/(0.780\times0.176)\simeq1.45\) nm, or \(t\simeq0.09\) ms. This length is well below \(R\), but a depth of one atomic layer is at the limit of a continuum model, so the time is only indicative. Equal depth does not yet mean an equal seed for breakup, because the groove is narrow and only its components with \(q<1\) are amplified exponentially. The boundary also feeds the shorter components, which add to the depth of the neck.

Suppose that there is one boundary per length \(\lambda_m\). The component of the profile at \(k_m=2\pi/\lambda_m\) then has the amplitude \(2|\hat y(k_m,t)|/\lambda_m\). At early times \(|\hat y|\simeq2sBk^2t\), and with \(k_m^2=1/(2R^2)\) the amplitude is

\[
\frac{4sBk_m^2t}{\lambda_m}=\frac{2sBt}{R^2\lambda_m}\simeq(0.245\ \text{nm/s})\,t .
\]

At 0.09 ms this is only about \(2\times10^{-5}\) nm. It reaches the assumed 0.20 nm after about 0.8 s, which is still well below the 12.95 s e-folding time.

By then the groove is no longer much narrower than \(R\), but the source term is the same on a cylinder. The boundary has the energy \(\gamma_{gb}\pi r^2\), which changes by \(2\pi r\gamma_{gb}\,\delta r\), while the added volume is \(2\pi r\,\delta r\) per length. Their ratio again gives \(2s\,\delta(z)\) in the potential divided by \(\Omega\gamma\). With \(\varepsilon\) now the amplitude of the component that has its neck at the boundary, the linear law becomes

\[
\dot\varepsilon=\sigma_m\varepsilon+c,\qquad
\varepsilon=\frac c{\sigma_m}\left(e^{\sigma_mt}-1\right),\qquad
c=0.245\ \text{nm/s},
\]

for a wire that starts smooth. This law keeps only the first order in \(s\) and in the amplitude, and it describes one component of the profile, not the full depth of the neck. The prefactor \(c/\sigma_m\) is about 3.2 nm, sixteen times the assumed ripple. For this spacing the boundaries therefore outweigh the assumed ripple, and necks tend to form at them. The breakup times found above leave out boundaries and are too long for such a wire.

### Relation to real interconnects

The example is closest to a bare copper nanowire during an anneal near 400 °C. The surface energy and lattice parameter are rough typical values. The surface diffusivity is much less certain, since it depends on orientation and contamination. Raising its activation energy by 0.1 eV, with the prefactor fixed, multiplies all times by \(\exp(0.1/0.05799)=5.6\) and leaves \(\lambda_m\) unchanged. At this temperature the low-index faces of copper lie below their roughening temperatures, so real wires are often faceted, and they may also be polycrystalline. The times above are therefore illustrations of the isotropic model, not predictions for copper. The anisotropy estimate gives an 8% shift for one assumed modulation, and no bound for strong faceting. A finished interconnect line is usually enclosed by a liner, dielectric and cap, so the free-surface result does not apply to it directly.

For comparing bare wires without grain boundaries at the same temperature, with the same \(B\) and the same ratio \(\varepsilon_0/R\), the breakup time scales as \(R^4\). Halving the radius then halves \(\lambda_m\) and shortens the time by a factor of 16, provided the mobility does not depend on curvature. With the factor \(\exp[\gamma\Omega/(Rk_BT)]\) found above, going from 20 nm to 10 nm gives about \(16\,e^{0.107}\simeq18\). If \(\varepsilon_0\) stays at one atomic layer instead of shrinking with \(R\), the factor is larger still. For wires with grain boundaries, the same scaling is assured only if the boundary spacing is also proportional to \(R\).
